# Deciding whether a lattice density of free fermions needs an ensemble, part 1

(Sections cited here and not found follow in the second part.)

Before a lattice density is inverted to a Kohn–Sham potential, one has to choose the reference system. If the density belongs to a noninteracting ground state that is a single determinant, orbitals with occupations 0 and 1, possibly complex, reproduce it; for the shells of at most three fractional levels decided below, every pure ground state with the target density is such a determinant. If it belongs only to a mixture of degenerate ground states, an inversion that fills the lowest \(N\) orbitals with integer occupations has no solution, and fractional occupations must be allowed. For spinless fermions with real hopping and at most three fractional levels, the choice is fixed by the levels that stay fractional when a thermally smoothed Lieb functional is maximized and cooled to \(T\to0\); at finite \(T\) these levels can be read off except for borderline densities, described below.

The model has \(N\) spinless noninteracting fermions on \(M\) sites, a real symmetric hopping matrix \(h\) with zero diagonal, a site potential \(v_i\), and a target with \(0<n_i<1\), \(\sum_i n_i=N\). Energies and \(T\) are in units of the hopping \(t\), with \(k_B=1\). Ground states may be complex.

## A six-site ring by hand

Take \(h_{j,j\pm1}=-1\) on six sites and \(N=2\). The lowest level is \(-2\), with orbital \(1/\sqrt6\). The level \(-1\) is twofold, with \(c_j=\cos\theta_j/\sqrt3\), \(s_j=\sin\theta_j/\sqrt3\), \(\theta_j=\pi j/3+0.4\). The target is
\[ n_j=\tfrac16+0.7\,c_j^2+0.3\,s_j^2=\tfrac16+\tfrac16\,(1+0.4\cos2\theta_j), \]
by \(\cos^2\theta,\sin^2\theta=(1\pm\cos2\theta)/2\). It is a mixture of two ground states of \(v=0\).

At small \(T\) and \(v=0\) the Fermi occupations of \(c\) and \(s\) are both \(1/2\), so a potential must split them. Try \(v_j=u\cos2\theta_j\). The sums of \(e^{2i\theta_j}\) and \(e^{4i\theta_j}\) over the ring vanish, so \(\sum_j\cos^22\theta_j=3\), \(\langle c|v|c\rangle=\frac u6\cdot3=u/2\), \(\langle s|v|s\rangle=-u/2\) and \(\langle c|v|s\rangle=0\). Inverting the Fermi function gives \(\varepsilon-\mu=T\ln[(1-f)/f]\), so to leading order in \(T\)
\[ \varepsilon_s-\varepsilon_c=-u=T\ln\tfrac73-T\ln\tfrac37=2T\ln\tfrac73 . \]
The levels merge linearly in \(T\) while the occupations stay at \(0.7\) and \(0.3\); the numerical extrapolation from \(T=0.001\,t\) gives \(0.69999, 0.30001\), and the residue shrinks on further cooling.

This does not show that the density needs an ensemble. A real orbital \(\cos(\theta_j-\alpha)/\sqrt3\) has density \([1+\cos(2\theta_j-2\alpha)]/6\), at squared distance \(\frac{3}{36}|e^{2i\alpha}-0.4|^2\ge0.36/12=0.03\) from the target's second term. The complex orbital \(\sqrt{0.7}\,c+i\sqrt{0.3}\,s\) has density \(0.7c_j^2+0.3s_j^2\) exactly, because the cross terms cancel, and its energy is \(-1\). The density is pure-state representable. Cooling finds the degenerate shell, and a second test inside the shell gives the answer.

## The functional and its smoothing

The one-body density matrix \(\gamma_{ij}=\langle a_j^\dagger a_i\rangle\) of an \(N\)-particle ensemble obeys \(0\le\gamma\le1\), \(\operatorname{tr}\gamma=N\), since every orbital number operator has eigenvalues 0 and 1. Conversely, take such a \(\gamma\) with eigenvalues \(p_a\). A vector \(p\) with two fractional entries is the midpoint of two allowed vectors, shifted by \(\pm\eta\) and \(\mp\eta\) in those entries, and a single fractional entry contradicts integer \(N\). The extreme points are therefore 0/1 vectors, and \(\gamma\) is a mixture of determinants. Hence the ensemble kinetic functional is
\[ F_0(n)=\min\{\operatorname{tr}h\gamma:\ 0\le\gamma\le1,\ \gamma_{ii}=n_i\}. \]
Minimizers are called optimal; they form a convex set.

Let \(w_i=v_i-\mu\), \(k=h+w\) with eigenvalues \(x_l=\varepsilon_l-\mu\), \(s(p)=-p\ln p-(1-p)\ln(1-p)\), \(S(\gamma)=\sum_a s(p_a)\), and \(\omega(x)=-T\ln(1+e^{-x/T})\). Setting the derivative of \(px-Ts(p)\) to zero gives \(p=f(x)=1/(1+e^{x/T})\) and the minimum \(\omega(x)\), which is concave since \(\omega'=f\) decreases. In the eigenbasis of \(\gamma\), \(k_{aa}=\sum_l|\langle a|l\rangle|^2x_l\), and Jensen's inequality gives
\[ \operatorname{tr}k\gamma-TS(\gamma)\ \ge\ \sum_a\omega(k_{aa})\ \ge\ \sum_{a,l}|\langle a|l\rangle|^2\omega(x_l)=\sum_l\omega(x_l)\equiv\Omega_T(w), \tag{1} \]
with equality at \(\gamma=f(k)\). The smoothed functional is \(F_T=\max_w[\Omega_T(w)-w\cdot n]\).

The maximum exists. Insert in (1) the diagonal projector on the sites with \(w_i<0\), which has \(S=0\) and \(\operatorname{tr}h\gamma=0\): \(\Omega_T\le\sum_i\min(w_i,0)\). Then \(\Omega_T-w\cdot n\le-\delta\sum_i|w_i|\) with \(\delta=\min_i\min(n_i,1-n_i)\), because each term is \(-n_i|w_i|\) or \(-(1-n_i)|w_i|\). The value at \(w=0\) is bounded below for bounded \(T\), so the maximizers \(w_T\) stay in a bounded set. This step fails if a site is empty or full.

First-order perturbation theory gives \(\delta x_l=\delta w_{ll}\) and \(\delta\varphi_k=\sum_{l\ne k}\varphi_l\,\delta w_{lk}/(x_k-x_l)\), with \(\delta w_{kl}=\sum_j\varphi_k(j)\varphi_l(j)\delta w_j\). Thus \(\partial\Omega_T/\partial w_i=\sum_kf_k\varphi_k(i)^2=n_{T,i}\), and the maximizer has \(n_T=n\). Its matrix \(\gamma_T=f(h+w_T)\) saturates (1), so \(F_T=\min\{\operatorname{tr}h\gamma-TS(\gamma)\}\) at density \(n\). Varying \(n_T\), the orbital terms are \(2\sum_{k\ne l}f_k\varphi_k\varphi_l\,\delta w_{lk}/(x_k-x_l)\); averaging with the copy \(k\leftrightarrow l\) replaces \(2f_k\) by \(f_k-f_l\):
\[ \chi^0_{ij}=\sum_{kl}D_{kl}\,\varphi_k(i)\varphi_l(i)\varphi_k(j)\varphi_l(j),\qquad D_{kl}=\frac{f_k-f_l}{x_k-x_l},\quad D_{kk}=-\frac{f_k(1-f_k)}{T}. \]
All \(D_{kl}<0\), so \(\delta w^{\mathsf T}\chi^0\delta w=\sum D_{kl}\delta w_{kl}^2<0\) and \(w_T\) is unique.

In a gapped system the uniform direction of \(w\) is exponentially flat, so \(\mu\) is eliminated first. Maximizing \(\Omega_T(v-\mu)+\mu N\) over \(\mu\) gives \(\sum f_k=N\) and defines \(A_T(v)\). Orthonormality gives \(\sum_j\chi^0_{ij}=b_i=\sum_kD_{kk}\varphi_k(i)^2\) and \(\sum_ib_i=\beta=\sum_kD_{kk}\). Fixed \(N\) requires \(b\cdot\delta v-\beta\,\delta\mu=0\), so \(\delta n=\chi^0\delta v-b\,\delta\mu=\chi\,\delta v\) with \(\chi=\chi^0-bb^{\mathsf T}/\beta\). The Newton step for \(A_T-v\cdot n\) solves \((-\chi+\mathbf{11}^{\mathsf T}/M)\,p=n_T-n\); the added term lifts the null vector \(\mathbf 1\) and fixes \(\sum v_i=0\). Two rewritings avoid cancellation. For \(x_k\le x_l\) and \(y=(x_l-x_k)/T\), the identity \(f_l(1-f_k)=e^{-y}f_k(1-f_l)\) gives \(D_{kl}=-f_k(1-f_l)(1-e^{-y})/(yT)\). The condition on \(\mu\) is solved as \(\ln\sum_{k>N}f_k=\ln\sum_{k\le N}(1-f_k)\).

## What the cold limit selects

The entropy is strictly concave. In the eigenbasis of \(\gamma=(\gamma_1+\gamma_2)/2\), concavity of \(s\) gives \(S(\gamma)\ge\frac12\sum_a[s(\gamma_{1,aa})+s(\gamma_{2,aa})]\ge\frac12[S(\gamma_1)+S(\gamma_2)]\), the second step by Jensen as in (1). Equality needs equal diagonals and both matrices diagonal in that basis, so \(\gamma_1=\gamma_2\). The optimal set thus has a unique entropy maximizer \(\gamma^*\), with entropy \(S^*\). Using \(\gamma^*\) as a trial matrix for \(F_T\), and \(\gamma_T\) as one for \(F_0\),
\[ F_0-TS(\gamma_T)\ \le\ F_T\ \le\ F_0-TS^*. \tag{2} \]
So \(S(\gamma_T)\ge S^*\) and \(\operatorname{tr}h\gamma_T-F_0\le TM\ln2\). Any limit of \(\gamma_T\) is optimal with entropy at least \(S^*\), hence \(\gamma_T\to\gamma^*\), which is real like every \(\gamma_T\). It also follows that \((F_0-F_T)/T\to S^*\).

Let \(w^*=v^*-\mu^*\) be a limit point of \(w_T\). Since \(0\le\min(x,0)-\omega(x)\le T\ln2\), the limit of \(F_T\) reads \(F_0+w^*\cdot n=\sum_l\min(x_l^*,0)\). The right side is a lower bound on \(\operatorname{tr}(h+w^*)\gamma=\sum_lx^*_l\gamma_{ll}\) for every allowed \(\gamma\), reached only if \(\gamma\) is 1 on negative levels and 0 on positive ones. Every optimal \(\gamma\) reaches it and therefore describes a ground ensemble of \(v^*\), with \(F_0=E_N(v^*)-v^*\cdot n\). For any other \(v\), an optimal ensemble as trial state gives \(E_N(v)-v\cdot n\le F_0\), so \(v^*\) maximizes the Lieb functional.

One maximizer suffices. If \(\psi\) is a ground state of some \(v'\) with density \(n\), then \(\langle h\rangle_\psi=E_N(v')-v'\cdot n\le F_0\), so its \(\gamma\) is optimal and \(\psi\) is a ground state of \(v^*\) too. The question becomes whether some optimal \(\gamma\) comes from a pure state. This matters because \(v^*\) need not be unique. On a four-site rectangle with sites \((x,y)=(\pm1,\pm1)\), hoppings \(0.5\) along \(x\) and \(1\) along \(y\), and \(v=\lambda x\), the levels are \(\pm r\pm1\) with \(r=\sqrt{0.25+\lambda^2}\). The state with one bonding particle on each \(y\) bond has energy \(-2\) for all \(\lambda\) and competes with \(-2r\). It is a ground state up to \(\lambda=\sqrt3/2\) and lies \(2.6-2=0.6\,t\) too high at \(\lambda=1.2\). For such densities \(\chi\) becomes nearly singular on cooling, and the Newton step is taken by least squares.

All optimal matrices share the integer part of \(\gamma^*\). Let \(P_0\) project on its kernel and mix in a fraction \(\lambda\) of another optimal \(\gamma\). By degenerate perturbation theory the zero eigenvalues move to \(\lambda\,\mathrm{eig}(P_0\gamma P_0)+O(\lambda^2)\). A nonzero one, \(\lambda c\), gains entropy \(\approx c\lambda\ln(1/\lambda)\), which exceeds the \(O(\lambda)\) change from fractional eigenvalues and contradicts maximality. So \(P_0\gamma P_0=0\), and \(\gamma\ge0\) gives \(\gamma P_0=0\). The same holds for \(1-\gamma\) on the eigenvalue 1. Every optimal \(\gamma\) is the core projector plus a block on the \(g\) fractional orbitals \(\varphi_a\), the shell, which holds an integer number \(m\) of particles and lies in the zero eigenspace of \(h+w^*\). Any such block with the right density is optimal, since all have the same energy.

## The shell test

If \(g=0\), \(\gamma^*\) is a projector and its determinant answers the question: pure. A single fractional level is impossible. In a pure state \(\|(1-\hat n_a)\psi\|^2=1-\langle\hat n_a\rangle\), so core orbitals are filled in every component and only the shell state is free. For \(m=1\) it is one orbital with coefficients \(a+ib\); for \(m=g-1\) it is the full shell with one such hole, and \(q=1-f\) replaces \(q=f\) below. This covers \(g\le3\). Because the \(\varphi_a\) are real, the antisymmetric imaginary part of the block cancels in the density, which sees only \(G=aa^{\mathsf T}+bb^{\mathsf T}\) through
\[ L(G)_i=\sum_{ab}G_{ab}\,\varphi_a(i)\varphi_b(i). \]
A pure state gives rank \(G\le2\). Conversely \(G=g_1uu^{\mathsf T}+g_2u'u'^{\mathsf T}\) comes from \(\sqrt{g_1}u+i\sqrt{g_2}u'\). The condition is that some real \(G\ge0\) with trace 1 and rank at most 2 satisfies \(L(G)=L(G^*)\), \(G^*=\operatorname{diag}(q)\).

For \(g=2\), \(G^*\) itself qualifies, as on the ring. For \(g=3\) and \(L\) injective on symmetric matrices, \(G=G^*\) has rank 3 and the density is ensemble-only. The miss can be bounded. Let \(\sigma\) be the smallest singular value of \(L\) in the Frobenius norm, and \(u\) a unit null vector of \(G\). In a basis containing \(u\), \(\Delta=G-G^*\) has one diagonal entry \(-p\) with \(p=u^{\mathsf T}G^*u\ge q_{\min}\), and the other two sum to \(p\), so \(\|\Delta\|^2\ge p^2+p^2/2\) and
\[ \|L(G)-L(G^*)\|\ \ge\ \sigma\,q_{\min}\sqrt{3/2}. \tag{3} \]
If instead \(L(K)=0\) with \(K\ne0\), then \(\operatorname{tr}K=\sum_iL(K)_i=0\), so \(K\) has a negative direction, and so has \(\tilde K=G^{*-1/2}KG^{*-1/2}\). Since \(G^*+\tau K=G^{*1/2}(1+\tau\tilde K)G^{*1/2}\), the value \(\tau=-1/\lambda_{\min}(\tilde K)\) gives a positive semidefinite matrix of rank at most 2 with the same density: pure. Shells with \(g>3\), spin, and complex hopping need other arguments and are left undecided.

Two graphs show both outcomes. On the cube (sites \(x,y,z=\pm1\)) the shell at \(-1\) is \(x,y,z\) over \(\sqrt8\), and \(x^2=y^2=z^2\) gives \(L\) a kernel. On the cuboctahedron (the 12 points of \(\{-1,0,1\}^3\) with two nonzero coordinates, bonds at squared distance 2) the levels begin \(-4,-2,-2,-2,0\), with the same shell functions. On the four sites with \(z=0\), \(L(K)=(K_{xx}+K_{yy}\pm2K_{xy})/8\), and the alternating sign makes diagonal and off-diagonal parts orthogonal. A traceless diagonal \(K\) gives \(-K_{zz}/8\), hence \(\|L(K)\|^2=4\|K\|^2/64\); off-diagonal \(K\) gives \(4(2K_{xy}/8)^2=\|K\|^2/8\) per plane, and the identity \(12(2/8)^2=\|K\|^2/4\), with an image orthogonal to the traceless ones. So \(\sigma=1/4\). For the uniform density with \(N=3\), \(q=1/3\) and (3) gives \(0.25\times\frac13\times\sqrt{1.5}=0.10206\), which the direct shell minimization attains.

Cooling the smoothed Lieb functional identifies the fractional shell, and a test inside that shell decides between pure state and ensemble for up to three fractional levels. What remains is to read the shell from occupations at finite \(T\), to see where that reading can fail, and to check the method on worked examples.

Numbers in the example were calculated in double precision.
